# Surface Hopping Against Exact Packets and Landau–Zener at an Avoided Crossing

## The problem

A particle of mass \(M=2000\) moves in one dimension on two coupled electronic states. Atomic units are used, with \(\hbar=1\), so momentum and wavenumber are the same number. In a fixed (diabatic) electronic basis the potential matrix is

\[
V(x)=\begin{pmatrix} a & c\\ c & -a\end{pmatrix},\quad
a=\mathrm{sgn}(x)\,A\,(1-e^{-B|x|}),\quad c=C e^{-Dx^2},
\]

with \(A=0.01\), \(B=1.6\), \(C=0.005\), \(D=1\). This is Tully's simple avoided crossing. The particle comes from the left in the lower state with mean momentum \(k\). Its packet has amplitude \(\exp[-(x-x_0)^2/\sigma^2+ikx]\), with \(\sigma=20/k\).

1. Find the adiabatic energies, their coupling and the classical threshold momenta.
2. Derive the fewest-switches hopping rule and the momentum change at a hop.
3. Derive the Landau–Zener probability for this crossing.
4. Compare both methods with exact packets for \(k\) from 4 to 60. Where does each fail, and why?

## Hints

- **For 1.** Write \(a=W\cos2\theta\), \(c=W\sin2\theta\). The eigenvectors rotate by the angle \(\theta\).
- **For 2.** If a state loses population, the smallest number of hops that reproduces the loss has no hops in the opposite direction.
- **For 3.** Follow the amplitude from \(t=-\infty\) to \(t=+\infty\) on a large semicircle in the complex time plane.
- **For 4.** A packet contains a spread of momenta. Give the trajectories the same spread before comparing.

## Solution

### 1. Surfaces and thresholds

Let \(W=\sqrt{a^2+c^2}\). With the angle from the hint, the vectors

\[
\varphi_u=\begin{pmatrix}\cos\theta\\ \sin\theta\end{pmatrix},\qquad
\varphi_l=\begin{pmatrix}-\sin\theta\\ \cos\theta\end{pmatrix}
\]

are eigenvectors with energies \(+W\) and \(-W\). For example, the first component of \(V\varphi_u\) is \(W(\cos2\theta\cos\theta+\sin2\theta\sin\theta)=W\cos\theta\). The derivative coupling is

\[
d=\langle\varphi_l|\varphi_u'\rangle=\theta'(\sin^2\theta+\cos^2\theta)=\theta'
=\frac{ac'-ca'}{2W^2},
\]

where the last form follows from differentiating \(\tan2\theta=c/a\). Since the vectors are real and orthogonal, \(\langle\varphi_u|\varphi_l'\rangle=-d\).

Far away \(W=A\), and at the crossing \(W=C\), its smallest value here. The lower surface therefore has a barrier and the upper surface a well. The total energy is \(k^2/2M-A\). Comparing it with \(-C\), \(+C\) and \(+A\) gives three thresholds:

- crossing the lower barrier: \(k^2=2M(A-C)=20\), so \(k=4.472\);
- reaching the bottom of the upper well: \(k^2=2M(A+C)=60\), so \(k=7.746\);
- leaving on the upper surface: \(k^2=4MA=80\), so \(k=8.944\).

The corresponding incoming kinetic energies are 0.136, 0.408 and 0.544 eV.

### 2. The hopping rule

Along a classical path with velocity \(v\), the electronic state is \(c_l\varphi_l+c_u\varphi_u\). Its Schrödinger equation contains \(\dot\varphi=v\varphi'\). Projection on the two eigenvectors gives

\[
\dot c_l=iWc_l-vd\,c_u,\qquad \dot c_u=-iWc_u+vd\,c_l .
\]

The energy term is purely imaginary in \(c_l^*\dot c_l\), so it drops out of the population change:

\[
\frac{d|c_l|^2}{dt}=2\,\mathrm{Re}(c_l^*\dot c_l)=-2vd\,\mathrm{Re}(c_l^*c_u).
\]

Each trajectory moves on one active surface. Suppose that in an ensemble the fraction on a surface equals the electronic population \(\rho\) of that state. If \(\rho\) falls during a step, a fraction \(\rho(t)-\rho(t+\Delta t)\) of the ensemble must leave. Hops in the other direction would have to be undone by additional hops, so the minimum has none. Dividing by the fraction available gives the probability per active trajectory:

\[
g=\max\left[0,\;\frac{\rho(t)-\rho(t+\Delta t)}{\rho(t)}\right].
\]

With two states there is no ambiguity about the destination. The argument assumes that the trajectories share the same electronic history and that every requested hop is allowed. Neither holds in general, so agreement between active fractions and populations has to be tested.

Let \(s=+1\) on the upper and \(s=-1\) on the lower surface before the hop. Energy conservation requires

\[
\frac{p'^2}{2M}-sW=\frac{p^2}{2M}+sW
\quad\Rightarrow\quad p'^2=p^2+4MsW .
\]

The sign of the momentum is kept. If the right side is negative, the hop is frustrated; here it is rejected and the momentum left unchanged. No decoherence correction is applied.

A calculation then repeats four operations: advance \(x\) and \(p\) on the active surface, advance \(c_l,c_u\), compare a random number with \(g\), and rescale \(p\) if a hop is accepted. Trajectories start at \(x=-6\) and are counted when they leave \(|x|<6\).

### 3. Landau–Zener

Near \(x=0\) the diabatic gap is \(2a\simeq2ABx\). Put \(x=vt\), hold \(v\) constant, replace \(c\) by \(C\), and extend the linear gap to infinity. With \(\alpha=2ABv\), the diabatic amplitudes obey

\[
i\dot c_1=\tfrac12\alpha t\,c_1+C c_2,\qquad
i\dot c_2=C c_1-\tfrac12\alpha t\,c_2 .
\]

The incoming state is \(c_1=1\), \(c_2=0\) in magnitude. At large \(|t|\), one solution has mainly \(c_1\), oscillating as \(e^{-i\alpha t^2/4}\). Its small part \(c_2\) has the same oscillation, so \(i\dot c_2\simeq\frac12\alpha t c_2\). The second equation then gives \(c_2\simeq Cc_1/(\alpha t)\). Substitution in the first gives

\[
i\frac{\dot c_1}{c_1}\simeq\frac{\alpha t}{2}+\frac{C^2}{\alpha t}
\quad\Rightarrow\quad
c_1\sim e^{-i\alpha t^2/4}\,t^{-i\gamma},\quad \gamma=\frac{C^2}{\alpha}.
\]

The other solution has mainly \(c_2\sim e^{+i\alpha t^2/4}t^{i\gamma}\), and the initial condition excludes it.

The equations are linear with polynomial coefficients, so their solutions have no singularity at finite complex \(t\). Take \(t=Re^{i\phi}\) with large \(R\), and let \(\phi\) run from \(\pi\) to 0. The size of the first exponential is

\[
|e^{-i\alpha t^2/4}|=\exp\left(\tfrac14\alpha R^2\sin2\phi\right).
\]

For \(\pi/2<\phi<\pi\) the first solution is the exponentially smaller one. Its coefficient could change there only through an admixture of the larger solution, and none is present. For \(0<\phi<\pi/2\) it is the larger one, so the second solution, which may now appear, cannot alter its coefficient. That second part is the population transferred to \(c_2\).

The exponential is the same at both ends of the path. The power becomes

\[
t^{-i\gamma}=R^{-i\gamma}e^{\gamma\phi},
\]

which shrinks by the factor \(e^{-\pi\gamma}\). Squaring gives the probability of staying on the diabat:

\[
P=e^{-2\pi\gamma}=\exp\left(-\frac{2\pi C^2}{2ABv}\right).
\]

An integrated linear sweep, used as a test, agrees with this law within 0.01 in probability.

Diabat 1 is the lower state on the left and the upper state on the right. Hence \(P\) is transmission into the upper state, and \(1-P\) into the lower. Slow passage gives \(P\to0\), adiabatic following; fast passage gives \(P\to1\).

The diabats cross at energy zero, so the velocity there satisfies \(Mv^2/2=k^2/2M-A\). For \(k=30\),

\[
v=\sqrt{\frac{2(0.225-0.010)}{2000}}=0.01466,
\qquad 2\pi\gamma=\frac{1.571\times10^{-4}}{0.032\times0.01466}=0.335 .
\]

Thus \(P=0.715\), and the lower-state transmission is \(0.285\).

Landau–Zener contains neither a barrier nor a closed channel. Two rules are added by hand: total reflection for \(k<4.472\), and no upper-state yield for \(k<8.944\).

### 4. Exact packets and the comparison

The packet is advanced by the product

\[
e^{-iH\Delta t}\simeq e^{-iV\Delta t/2}e^{-ip^2\Delta t/2M}e^{-iV\Delta t/2}.
\]

The kinetic factor is diagonal in momentum space. Since \(V^2=W^2\) times the unit matrix, the power series of the potential factor sums to

\[
e^{-iV\tau}=\cos W\tau-i\,\frac{\sin W\tau}{W}\,V .
\]

Outgoing waves are absorbed far from the crossing, and the norm removed is counted by side and state.

The Fourier transform of \(e^{-x^2/\sigma^2}\) is proportional to \(e^{-\sigma^2q^2/4}\). The momentum density is its square, \(e^{-\sigma^2(p-k)^2/2}\), with standard deviation \(1/\sigma=k/20\). Energy is conserved, so the final yield is the stationary scattering probability averaged over this density. This gives an independent test of the packets: at \(k=5,8,10,30\) the largest difference in any channel is 0.0017. Trajectories and Landau–Zener are averaged over the same density.

Let \(T_l\) be transmission into the lower state and \(R\) total reflection. With 3000 trajectories per momentum, the standard error of a hopping probability is at most 0.009. Selected results are:

| \(k\) | \(T_l\) hop | exact | LZ | \(R\) hop | exact |
|---:|---:|---:|---:|---:|---:|
| 4 | 0.009 | 0.130 | 0.010 | 0.991 | 0.870 |
| 5 | 0.983 | 0.835 | 0.983 | 0.017 | 0.165 |
| 8 | 0.948 | 0.962 | 0.998 | 0.051 | 0.036 |
| 10 | 0.836 | 0.845 | 0.723 | 0.001 | 0.001 |
| 20 | 0.505 | 0.508 | 0.405 | 0.000 | 0.000 |
| 30 | 0.285 | 0.286 | 0.285 | 0.000 | 0.000 |
| 60 | 0.087 | 0.083 | 0.152 | 0.000 | 0.000 |

**At the lower barrier.** For a trajectory whose own initial momentum is below 7.746, every upward hop is energetically forbidden. It is then a classical particle on the lower surface, transmitted if that momentum exceeds 4.472. For packets with \(k=4\) and \(k=5\), practically all sampled momenta lie below 7.746. With \(\Phi\) the cumulative normal distribution, their transmission is therefore

\[
T_l^{\rm hop}=\Phi\left(\frac{k-4.472}{k/20}\right).
\]

At \(k=5\) the argument is \(0.528/0.25=2.11\), giving 0.983. At \(k=4\) it is \(-2.36\), giving 0.009. The sampled trajectories pass the test against this law.

The exact step is much more gradual. At a sharp momentum of 4.2, below the barrier, the transmission is 0.225, where a classical particle has none. At the threshold itself it is 0.484. Tunnelling raises the packet transmission at \(k=4\), and reflection above the barrier lowers it at \(k=5\). The barrier that the wave meets is also higher than the one the trajectories meet. In the adiabatic basis the kinetic energy adds a diagonal term \(d^2/2M\) to each surface. At the crossing \(|d|=AB/2C=1.6\), so this term is \(6.4\times10^{-4}\), or 13% of the barrier height. Quantum scattering on the bare surface \(-W\) alone gives packet transmissions of 0.22 and 0.91 at \(k=4\) and 5. On \(-W+d^2/2M\) it gives 0.14 and 0.83, close to the two-state values, so about half of the reflection at \(k=5\) is due to this term. More trajectories would not repair this, because the nuclear motion between hops is classical and takes place on the bare surface.

**Between 7.746 and 8.944.** A trajectory can hop into the upper well but cannot escape there. It turns back at the wall and may later hop down while moving in either direction. This is how hopping produces reflection well above the lower barrier. At \(k=8\) it gives 0.051 against the exact 0.036. The sampling error of the first number is \(\sqrt{0.051\times0.949/3000}=0.004\), so the excess is resolved. The momentum average also hides a much larger discrepancy, found in the second variation.

**Above 8.944.** A trajectory that hops up now has enough energy to leave. It passes the crossing once, and the hopping yields follow the exact ones closely. At \(k=10\) the difference in \(T_l\) is 0.009, comparable with the sampling error. At \(k=20,30,60\) two tests apply: upper-state transmission agrees with the packet within 0.05, and the fraction of trajectories ending on the upper surface agrees with the mean electronic population within 0.04.

Landau–Zener behaves differently. Its \(T_l\) is too small at \(k=10\) and 20, agrees at 30, and is too large at 60. The agreement at 30 is a crossing of two curves and does not mark the start of a region of validity. Hopping does better because it integrates the electronic equations through the actual \(a(x)\) and \(c(x)\), whereas Landau–Zener replaces them by an endless straight line and a constant.

## Variation 1: the high-momentum law

**Question.** How does \(T_l\) fall at high momentum, when the finite width of the coupling is kept?

**Solution.** Keep the straight gap \(2ABx\) and constant velocity, but restore \(c=Ce^{-Dx^2}\). At high speed little population leaves diabat 1, so set \(|c_1|=1\) and work to first order in \(C\). The relative phase accumulated from the crossing is

\[
\int_0^t 2ABx\,dt'=\int_0^x\frac{2ABx'}{v}\,dx'=\frac{ABx^2}{v}.
\]

With \(dt=dx/v\), the amplitude transferred to diabat 2, the lower state on the right, is

\[
c_2=-\frac{iC}{v}\int_{-\infty}^{\infty}e^{-(D+iAB/v)x^2}dx
=-\frac{iC}{v}\sqrt{\frac{\pi}{D+iAB/v}} .
\]

Once the diagonal phases are removed from both amplitudes, the second equation reads \(i\dot c_2=c\,e^{-iABx^2/v}\), which fixes the sign of the phase; reversing it would leave the probability unchanged. Taking the squared modulus,

\[
T_l\simeq\frac{\pi C^2}{v^2\sqrt{D^2+(AB/v)^2}} .
\]

There are two limits. For \(v\ll AB/D\), the phase oscillates before the coupling has changed much, and

\[
T_l\to\frac{\pi C^2}{ABv},
\]

which is the weak-coupling expansion of \(1-P\). For \(v\gg AB/D\), the coupling ends before the phase has turned, and

\[
T_l\to\frac{\pi C^2}{Dv^2}.
\]

Landau–Zener keeps the \(1/v\) decay because its coupling never ends. The change occurs around \(v=AB/D=0.016\), or \(Mv=32\).

The first limit also needs \(\pi C^2/(ABv)\ll1\). At \(v=0.016\) this ratio is already \(7.85\times10^{-5}/(2.56\times10^{-4})=0.31\), and it grows at lower speed. For these parameters there is therefore no range in which the first-order Landau–Zener form is both weak and well inside its width condition.

For a sharp momentum \(k=60\), \(v^2=2(0.900-0.010)/2000=8.90\times10^{-4}\) and \(AB/v=0.536\). Hence

\[
T_l\simeq\frac{7.85\times10^{-5}}{8.90\times10^{-4}\sqrt{1+0.536^2}}=0.078 .
\]

The exact value is 0.083, so the formula is 6% low relative to it. Landau–Zener gives 0.152, too large by a factor of 1.8. At \(k=120\) the three values are 0.0211, 0.0215 and 0.0787: the formula is now 2% low, and Landau–Zener is too large by a factor of 3.7.

The formula ignores the levelling-off of the diabats. That reduces the real phase and may explain why the exact values lie higher; this explanation is a conjecture, since the two effects of levelling-off and higher orders in \(C\) were not separated.

## Variation 2: one sharp energy below the upper threshold

**Question.** Can the particle be totally reflected at a momentum well above the lower barrier?

**Solution.** Exchange the two diabats and reverse \(x\). Because \(a\) is odd and \(c\) is even, the Hamiltonian is unchanged. Its stationary states can therefore be chosen even or odd under this combined operation.

Below \(k=8.944\), only the lower state can escape on either side. Flux conservation then allows each symmetry class only a phase, \(s_\pm=e^{2i\delta_\pm}\), between its incoming and outgoing waves. In the open channels the two solutions are

\[
\begin{aligned}
\text{left:}&\quad e^{ikx}+s_\pm e^{-ikx},\\
\text{right:}&\quad \pm\left(e^{-ikx}+s_\pm e^{ikx}\right).
\end{aligned}
\]

Half their sum has no wave coming from the right. Its reflected amplitude is \((s_++s_-)/2\), so

\[
R=\left|\frac{e^{2i\delta_+}+e^{2i\delta_-}}{2}\right|^2
=\cos^2(\delta_+-\delta_-).
\]

A level of the upper well can decay through the coupling. Near an isolated level of energy \(E_r\) and width \(\Gamma\), its symmetry class has

\[
s=s_{\rm bg}\,\frac{E-E_r-i\Gamma/2}{E-E_r+i\Gamma/2}.
\]

The denominator describes decay, the numerator is fixed by \(|s|=1\), and \(s_{\rm bg}\) varies slowly. Across the resonance the fraction circles the origin once, so \(\delta\) changes by \(\pi\). If the other phase is nearly constant, \(\delta_+-\delta_-\) must pass a multiple of \(\pi\), where \(R=1\).

The upper well has several such levels, so there are several narrow reflection peaks below the upper threshold. The exact stationary calculation places one of them at \(k=8.572\), with \(R=1.0000\). The nearest level of the upper adiabatic well, including the diagonal term \(d^2/2M\), corresponds to \(k=8.556\). This closeness supports the assignment to a temporarily bound upper state.

Hopping at the same sharp momentum gives \(R=0.071\). It contains trapped trajectories, but their exits are added as probabilities. Total reflection requires the transmitted amplitudes to cancel. At \(k=8\) the packet's momentum spread is 0.4, so its average reflection of 0.036 conceals these narrow peaks. Agreement for a broad packet is thus no evidence of agreement at each energy.

The complete set of momenta and checks is in the numerical output below.

## Computed results

```
Atomic units; momentum k in 1/bohr; probabilities have no unit
A = 0.01 hartree, B = 1.6 1/bohr, C = 0.005 hartree
D = 1.0 1/bohr^2, M = 2000 electron masses
lower barrier: k = 4.472, E = 0.0050 hartree = 0.136 eV
upper well: k = 7.746, E = 0.0150 hartree = 0.408 eV
upper channel: k = 8.944, E = 0.0200 hartree = 0.544 eV
trajectories per momentum: 3000
largest possible standard error: 0.0091
largest trajectory energy error: 4.5e-06 hartree
largest packet-stationary difference: 0.0017
TL, TU: transmitted lower, upper; R: total reflected
FSSH:   k      TL      TU      R
   4.0  0.009  0.000  0.991
   5.0  0.983  0.000  0.017
   7.0  0.999  0.000  0.001
   8.0  0.948  0.001  0.051
   9.0  0.896  0.071  0.031
  10.0  0.836  0.163  0.001
  12.0  0.781  0.219  0.000
  20.0  0.505  0.495  0.000
  30.0  0.285  0.715  0.000
  60.0  0.087  0.913  0.000
exact packet:   k      TL      TU      R
   4.0  0.130  0.000  0.870
   5.0  0.835  0.000  0.165
   7.0  0.998  0.000  0.002
   8.0  0.962  0.002  0.036
   9.0  0.896  0.079  0.025
  10.0  0.845  0.154  0.001
  12.0  0.781  0.219  0.000
  20.0  0.508  0.492  0.000
  30.0  0.286  0.714  0.000
  60.0  0.083  0.917  0.000
averaged Landau-Zener:   k      TL      TU      R
   4.0  0.010  0.000  0.990
   5.0  0.983  0.000  0.017
   7.0  1.000  0.000  0.000
   8.0  0.998  0.002  0.000
   9.0  0.869  0.131  0.000
  10.0  0.723  0.277  0.000
  12.0  0.619  0.381  0.000
  20.0  0.405  0.595  0.000
  30.0  0.285  0.715  0.000
  60.0  0.152  0.848  0.000
sharp k = 4.2: exact TL = 0.225
sharp k at lower barrier: exact TL = 0.484
resonance k = 8.572: exact R = 1.0000
FSSH at resonance: R = 0.071
nearest upper-well level: k = 8.556
coupling-width crossover: v = 0.0160 a.u., M v = 32.0
sharp k: TL exact, Gaussian first order, Landau-Zener
  30.0  0.2845  0.2468  0.2845
  60.0  0.0828  0.0778  0.1517
 120.0  0.0215  0.0211  0.0787
```
